# Angular spread of copper ions behind a collisionless 50 V sheath: a program that tests the result

```python
"""Angular spread of copper ions after a collisionless plane sheath.

Result under test: rms projected angle = sqrt(T / (2 V)) for ions of charge e,
with T the transverse temperature in eV and V the sheath voltage in volts.
An entry energy U0 (eV) along the normal replaces V by V + U0.
The projected angle is atan(vx / vz), z being the surface normal.
Also tested: polar spread, direct trench-floor fraction, Child sheath
thickness and transit time, and the effect of an oscillating ion energy.
Plasma, gas and trench parameters are rough values for ionized sputtering.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import ndtr

e, eps0, kB = const.e, const.epsilon_0, const.k
mass_cu = 63.546 * const.atomic_mass
mass_ar = 39.95 * const.atomic_mass

T = 0.1                 # transverse temperature, eV
V = 50.0                # sheath voltage, V
Te = 3.0                # electron temperature, eV
density = 1e18          # plasma density at sheath edge, m^-3
pressure_mtorr = 10.0
gas_temperature = 500.0 # K
cross_section = 3e-19   # assumed hard-sphere cross-section, m^2
width, depth = 50.0, 150.0  # trench, nm
modulation = 0.5        # relative amplitude of ion energy
rf_frequency = 13.56e6  # Hz
U0 = Te / 2             # entry energy along the normal, eV

nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()


def spread(temperature, energy):
    """Small-angle rms projected angle in radians."""
    return np.sqrt(temperature / (2 * energy))


def averaged_angle(temperature, mass, vz):
    """Rms projected angle from the Maxwellian average of atan squared."""
    vx = nodes * np.sqrt(e * temperature / mass)
    return np.sqrt(np.sum(weights * np.arctan(vx / vz)**2))


# Child sheath thickness and an independent solution of Poisson's equation.
debye = np.sqrt(eps0 * Te / (e * density))
sheath = np.sqrt(2) / 3 * debye * (2 * V / Te)**0.75
bohm_speed = np.sqrt(e * Te / mass_cu)
ion_current = e * density * bohm_speed
start_energy = 1e-6     # eV, regularizes the zero-speed limit


def poisson(z, state):
    potential, slope = state
    speed = np.sqrt(2 * e * (max(potential, 0) + start_energy) / mass_cu)
    return [slope, ion_current / (eps0 * speed)]


def reached_voltage(z, state):
    return state[0] - V


reached_voltage.terminal = True
solution = solve_ivp(poisson, (0, 3 * sheath), [0, 0], rtol=1e-9,
                     atol=[1e-12, 1e-4], first_step=1e-12,
                     events=reached_voltage)
assert len(solution.t_events[0]) == 1
sheath_numeric = solution.t_events[0][0]
assert abs(sheath_numeric / sheath - 1) < 2e-3  # finite starting speed


# Landing speed from Newton's equation in two fields and for two masses.
def landing_speed(mass, profile):
    def motion(t, state):
        z, vz = state
        if profile == "child":
            field = 4 * V / (3 * sheath) * np.cbrt(max(z, 0) / sheath)
        else:
            field = V / sheath
        return [vz, e * field / mass]

    def wall(t, state):
        return state[0] - sheath

    wall.terminal = True
    v0 = np.sqrt(2 * e * U0 / mass)
    path = solve_ivp(motion, (0, 2 * sheath / v0), [0, v0], rtol=1e-9,
                     atol=[1e-14, 1e-5], events=wall)
    assert len(path.t_events[0]) == 1
    return path.y_events[0][0][1]


trajectory_angles = []
for mass in (mass_cu, mass_ar):
    for profile in ("child", "uniform"):
        vz = landing_speed(mass, profile)
        angle = averaged_angle(T, mass, vz)
        trajectory_angles.append(angle)
        assert abs(angle / spread(T, V + U0) - 1) < 2e-3  # atan correction
assert np.ptp(trajectory_angles) < 1e-6

sigma = spread(T, V)
speed = np.sqrt(2 * e * V / mass_cu)
angle_full = averaged_angle(T, mass_cu, speed)
assert abs(angle_full / (sigma * (1 - sigma**2)) - 1) < 1e-5
assert 1.5 < np.degrees(angle_full) < 2.5

# Polar angle from both transverse velocity components.
vx, vy = np.meshgrid(nodes, nodes)
vx, vy = [v * np.sqrt(e * T / mass_cu) for v in (vx, vy)]
polar = np.arctan(np.hypot(vx, vy) / speed)
polar_rms = np.sqrt(np.sum(np.outer(weights, weights) * polar**2))
assert abs(polar_rms / (np.sqrt(2) * sigma) - 1) < 3e-3

# Trench-floor fraction from an integral over uniform entry positions.
drift = depth * sigma
floor = 1 - depth / width * sigma * np.sqrt(2 / np.pi)
floor_numeric = quad(lambda x: ndtr((width - x) / drift)
                     - ndtr(-x / drift), 0, width, epsabs=1e-10,
                     points=[drift, width - drift])[0] / width
assert abs(floor - floor_numeric) < 1e-7

# Transit time in the Child field, starting at rest.
transit = 3 * sheath / speed
transit_numeric = quad(lambda q: q**(-2 / 3), 0, 1)[0] * sheath / speed
assert abs(transit / transit_numeric - 1) < 1e-7

# Slow modulation of ion energy: average inverse energy over one cycle.
rf_factor = (1 - modulation**2)**(-0.25)
inverse_energy = quad(lambda p: 1 / (1 + modulation * np.sin(p)),
                      0, 2 * np.pi)[0] / (2 * np.pi)
assert abs(rf_factor - np.sqrt(inverse_energy)) < 1e-9

# One elastic hard-sphere collision at a uniformly distributed depth.
# Velocities just after collision are divided by the speed before it.
gas_density = pressure_mtorr * 1e-3 * const.torr / (kB * gas_temperature)
free_path = 1 / (gas_density * cross_section)
collision_fraction = 1 - np.exp(-sheath / free_path)
ratio = mass_cu / mass_ar
place = ((np.arange(200) + 0.5) / 200)[:, None, None]
cosine = (-1 + (np.arange(100) + 0.5) / 50)[None, :, None]
azimuth = (2 * np.pi * (np.arange(60) + 0.5) / 60)[None, None, :]
energy_fraction = place**(4 / 3)
sine = np.sqrt(1 - cosine**2)
after_x = sine * np.cos(azimuth) / (1 + ratio)
after_y = sine * np.sin(azimuth) / (1 + ratio)
after_z = (ratio + cosine) / (1 + ratio)
recoil_squared = ratio**2 * (after_x**2 + after_y**2 + (1 - after_z)**2)
total_energy = (ratio * (after_x**2 + after_y**2 + after_z**2)
                + recoil_squared)
assert np.allclose(total_energy, ratio, rtol=1e-12)
wall_x = np.sqrt(energy_fraction) * after_x
wall_z = np.sqrt(energy_fraction * after_z**2 + 1 - energy_fraction)
assert abs(np.mean(wall_x**2) * 7 * (1 + ratio)**2 - 1) < 1e-3
scattered_rms = np.sqrt(np.mean(np.arctan(wall_x / wall_z)**2))
rms_with_collisions = np.sqrt((1 - collision_fraction) * angle_full**2
                              + collision_fraction * scattered_rms**2)
assert collision_fraction < 0.02  # single-collision model is adequate
field_drop = V * (1 - (1 - depth * 1e-9 / sheath)**(4 / 3))

print(f"Transverse temperature: {T:.2f} eV")
print(f"Sheath voltage: {V:.1f} V")
print(f"Mean transverse energy on one axis: {T / 2:.3f} eV")
print(f"Rms transverse speed: {np.sqrt(e * T / mass_cu):.1f} m/s")
print(f"Landing speed along normal: {speed:.0f} m/s")
print(f"Small-angle rms: {sigma:.5f} rad")
print(f"Small-angle rms: {np.degrees(sigma):.3f} degrees")
print(f"Rms with full arctangent: {np.degrees(angle_full):.3f} degrees")
print(f"Polar rms: {np.degrees(polar_rms):.3f} degrees")
for voltage in (12.5, 200.0):
    angle = averaged_angle(T, mass_cu, np.sqrt(2 * e * voltage / mass_cu))
    print(f"Rms at {voltage:.1f} V: {np.degrees(angle):.3f} degrees")
hot = averaged_angle(1.0, mass_cu, speed)
print(f"Rms at 50 V for temperature 1 eV: {np.degrees(hot):.3f} degrees")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Entry energy along normal: {U0:.2f} eV")
print(f"Rms including entry energy: "
      f"{np.degrees(trajectory_angles[0]):.3f} degrees")
print(f"Trench width: {width:.0f} nm")
print(f"Trench depth: {depth:.0f} nm")
print(f"Rms sideways drift over trench depth: {drift:.2f} nm")
print(f"Direct floor fraction: {100 * floor:.2f} percent")
print(f"Plasma density: {density * 1e-6:.1e} cm^-3")
print(f"Debye length: {debye * 1e6:.2f} um")
print(f"Child sheath thickness: {sheath * 1e6:.2f} um")
print(f"Poisson solution thickness: {sheath_numeric * 1e6:.2f} um")
print(f"Voltage drop over trench depth: {field_drop:.3f} V")
print(f"Gas pressure: {pressure_mtorr:.1f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Assumed collision cross-section: {cross_section:.1e} m^2")
print(f"Mean free path: {free_path * 1e3:.2f} mm")
print(f"Ions colliding in sheath: {100 * collision_fraction:.3f} percent")
print(f"Rms angle of scattered ions: {np.degrees(scattered_rms):.2f} degrees")
print(f"Total rms with collisions: "
      f"{np.degrees(rms_with_collisions):.3f} degrees")
print(f"Ion transit time: {transit * 1e9:.2f} ns")
print(f"Bias frequency: {rf_frequency * 1e-6:.2f} MHz")
print(f"Bias period: {1e9 / rf_frequency:.2f} ns")
print(f"Relative energy modulation: {modulation:.2f} (no unit)")
print(f"Rms factor from modulation: {rf_factor:.4f} (no unit)")
print(f"Rms with modulation: {np.degrees(sigma * rf_factor):.3f} degrees")
print("done: every assertion held")
```

It prints:

```
Transverse temperature: 0.10 eV
Sheath voltage: 50.0 V
Mean transverse energy on one axis: 0.050 eV
Rms transverse speed: 389.7 m/s
Landing speed along normal: 12322 m/s
Small-angle rms: 0.03162 rad
Small-angle rms: 1.812 degrees
Rms with full arctangent: 1.810 degrees
Polar rms: 2.559 degrees
Rms at 12.5 V: 3.609 degrees
Rms at 200.0 V: 0.906 degrees
Rms at 50 V for temperature 1 eV: 5.674 degrees
Electron temperature: 3.0 eV
Entry energy along normal: 1.50 eV
Rms including entry energy: 1.784 degrees
Trench width: 50 nm
Trench depth: 150 nm
Rms sideways drift over trench depth: 4.74 nm
Direct floor fraction: 92.43 percent
Plasma density: 1.0e+12 cm^-3
Debye length: 12.88 um
Child sheath thickness: 84.20 um
Poisson solution thickness: 84.22 um
Voltage drop over trench depth: 0.119 V
Gas pressure: 10.0 mTorr
Gas temperature: 500 K
Assumed collision cross-section: 3.0e-19 m^2
Mean free path: 17.26 mm
Ions colliding in sheath: 0.487 percent
Rms angle of scattered ions: 11.02 degrees
Total rms with collisions: 1.962 degrees
Ion transit time: 20.50 ns
Bias frequency: 13.56 MHz
Bias period: 73.75 ns
Relative energy modulation: 0.50 (no unit)
Rms factor from modulation: 1.0746 (no unit)
Rms with modulation: 1.947 degrees
done: every assertion held
```
